# Thermal Conductance of One Perfectly Transmitted Phonon Channel, part 2

A long, uniform elastic guide along $z$ carries heat by lattice vibrations between reservoirs at $T_L$ (left) and $T_R$ (right). We ask what one channel conducts and how the wave speed matters. The lattice is harmonic, and each reservoir fills the waves leaving it with mean occupation $n(\omega,T)=1/(e^{\hbar\omega/k_BT}-1)$.

A wave has angular frequency $\omega$, wavenumber $k$ and group velocity $v=d\omega/dk$; right-movers have $v>0$. One channel means one right-moving state at each frequency. Its density of states per length and per unit angular frequency is $1/(2\pi v)$, so the velocity cancels from the current.

The conductance $G$ is heat current divided by temperature difference, for a small difference. Part (c) found, for energy transmission $\mathcal T(\omega)$ without change of frequency,

$$G=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T(\omega)\,\frac{\partial n}{\partial T}.$$

With $x=\hbar\omega/(k_BT)$ this becomes

$$G=\frac{k_B^2T}{h}\int\mathcal T\,W(x)\,dx,\qquad W(x)=\frac{x^2e^x}{(e^x-1)^2},$$

where the integral covers the frequencies at which the channel is open. For $\mathcal T=1$ at all $x>0$ the integral is $\pi^2/3$, and $G=G_0=\pi^2k_B^2T/(3h)$, or $0.9464\ \mathrm{pW/K^2}$ times $T$. By part (d), $G_0$ is also an upper bound for one channel, since $W\ge0$ and $\mathcal T\le1$. In such a perfect channel, right-movers filled at temperature $T$ carry the current $J(T)=\pi^2k_B^2T^2/(6h)$.

An atomic chain with spacing $a$ and long-wave speed $v_s$ has $\omega=(2v_s/a)\sin(ka/2)$.

The example is a suspended germanium bridge with a section of 100 nm by 60 nm and a length of 1000 nm, at $T=0.1$ K, with crystal axes along its edges. The model takes elastic constants $c_{11}=129$, $c_{12}=48$ and $c_{44}=67$ GPa and density $\rho=5320\ \mathrm{kg/m^3}$. These are rough values, so digits beyond the second in speeds and gap frequencies belong to the model. The thermal frequency $k_BT/h$ is 2.084 GHz.

**(f) How many channels reach down to zero frequency in such a bridge, and how different are their velocities?**

*Solution.* Write the displacement as a function of $x_1,x_2$ (the coordinates in the section) times $e^{ikz}$. At $k=0$ nothing varies along $z$, and a mode has zero frequency if it produces no strain. A uniform shift along each of the three axes does so, and so does a rigid rotation of the section about the $z$ axis. There are no others. A strain-free displacement within the section is a shift or a rotation. An axial displacement that varies across the section produces shear, so it must be uniform. Four branches therefore start at $\omega=0$: two of bending, one of twisting and one of stretching.

For long stretching waves the side faces are free of stress. With axial strain $e_z$ and equal lateral strains $e$, this requires $(c_{11}+c_{12})e+c_{12}e_z=0$. The axial stress is then

$$c_{11}e_z+2c_{12}e=\left(c_{11}-\frac{2c_{12}^2}{c_{11}+c_{12}}\right)e_z\equiv E\,e_z .$$

The numbers give $E=129-2\cdot48^2/177=103$ GPa, and the speed is $\sqrt{E/\rho}=4399$ m/s. The wavelength at the frequency $k_BT/h$ is 2111 nm, much larger than the section.

Long bending waves behave quite differently. A thin beam of sectional area $A$ and second moment of area $I$ obeys $\rho A\,\ddot u=-EI\,\partial_z^4u$. Inserting $e^{i(kz-\omega t)}$ gives

$$\omega=\alpha k^2,\qquad \alpha=\sqrt{\frac{EI}{\rho A}},\qquad v=2\alpha k=2\sqrt{\alpha\omega}.$$

The velocity vanishes as $\omega\to0$.

The full branches require a numerical calculation. The displacement over the section is expanded in products of Legendre polynomials of total degree up to 8. The elastic energy then becomes a symmetric matrix $D(k)$, and in a normalized basis the modes satisfy $D\,c=\omega^2c$ with $c^{\mathsf T}c=1$. The velocity follows from $\omega^2=c^{\mathsf T}Dc$. On differentiation, the terms with $dc/dk$ add up to $\omega^2\,d(c^{\mathsf T}c)/dk=0$, which leaves

$$v=\frac{1}{2\omega}\,c^{\mathsf T}\frac{dD}{dk}\,c .$$

The velocities at $x=0.1$ and $x=1$, to within about 1 m/s, are:

- bending across the thin side: 625 and 1818 m/s;
- bending across the wide side: 801 and 2206 m/s;
- twisting: 2889 m/s at both;
- stretching: 4399 and 4394 m/s.

At $x=0.1$ the fastest branch is seven times as fast as the slowest, since $4399/625=7.0$. By the density of states $1/(2\pi v)$, the slowest branch then holds seven times as many states per length in the same frequency interval.

**(g) Find the conductance of the bridge for perfect transmission, including the branches that start at a finite frequency.**

*Solution.* Each gapless branch can be treated by integrating over $k$ with its own velocity,

$$G=\int_0^\infty\frac{dk}{2\pi}\,|v|\,k_BW(x),$$

which is the expression of part (c) before the velocity has been eliminated. A midpoint sum of 240 values of $k$ up to $0.12\ \mathrm{nm^{-1}}$ gives $G/G_0=1.000$ for each of the four branches, to three decimals. The bending waves conduct as well as the stretching wave, although they are much slower. The branches are those of an infinitely long bar, and perfect transmission is an assumption about the contacts. The bridge of 1000 nm is shorter than the thermal wavelength of 2111 nm of the stretching wave, so how closely a real bridge approaches this value depends on how it is joined to the reservoirs.

At 0.1 K one channel has $G_0=0.9464\times0.1=0.0946$ pW/K, and four have

$$4G_0=0.379\ \mathrm{pW/K}.$$

The other branches have a gap. The lowest begins at 16.80 GHz, which corresponds to a temperature of 0.806 K. In units of $k_BT$ at 0.1 K the gap is $x_c=16.80/2.084=8.06$. A channel that opens at $x_c\gg1$ and stays open gives

$$\frac{G}{G_0}\approx\frac3{\pi^2}\int_{x_c}^\infty x^2e^{-x}dx
=\frac3{\pi^2}\,(x_c^2+2x_c+2)\,e^{-x_c},$$

because $e^x/(e^x-1)^2\approx e^{-x}$ there. For $x_c=8.06$ this is about 0.008. Further channels open at higher frequencies, and the total over all of them, from the numerical branches, is $G/G_0=4.015$. The gapped branches thus add 0.38 % to the four-channel value.

This correction is the first way in which the elastic properties can enter. At a fixed section and a fixed density, raising all elastic constants by the same factor raises every gap frequency and weakens the contribution of the gapped channels at 0.1 K. Raising a single constant need not do so. The gapless channels are unaffected as long as they remain open over the thermal range. The four-channel value fails well before $k_BT$ reaches the gap energy. At 0.2 K, for example, $x_c=4.03$, and by the estimate above the lowest gapped channel alone adds about $0.14\,G_0$. The number of open channels must then be counted at each frequency.

**(h) The reservoirs are at 0.11 K and 0.10 K, and the channels transmit perfectly. Find the heat current without assuming a small temperature difference.**

*Solution.* The net current of one channel is the difference of the two opposite currents:

$$Q=J(T_L)-J(T_R)=\frac{\pi^2k_B^2}{6h}\,(T_L^2-T_R^2).$$

Factor the difference of squares and introduce the mean temperature $\bar T=(T_L+T_R)/2$:

$$Q=\frac{\pi^2k_B^2}{6h}\,(2\bar T)(T_L-T_R)
=\frac{\pi^2k_B^2\bar T}{3h}\,(T_L-T_R)=G_0(\bar T)\,(T_L-T_R).$$

For a perfect gapless channel the linear formula thus holds at any temperature difference, provided that $G_0$ is taken at the mean temperature. Here $\bar T=0.105$ K, and

$$Q=0.9464\times0.105\times0.01\ \mathrm{pW}=0.994\ \mathrm{fW}$$

per channel, or 3.98 fW for the four gapless channels. Using the temperature of the cold end in $G_0$ would give too small a current. The true current exceeds that estimate by $0.105/0.100-1=5$ %.

The argument relies on $J\propto T^2$. A frequency-dependent transmission, a gap or a band top introduces another energy scale, and the mean-temperature rule is then in general no longer exact.

**(i) The bridge ends in two long leads of the same material with twice its sectional area. Treat the stretching wave as a one-dimensional rod wave and find how reflection at the ends changes its conductance.**

*Solution.* Let the bridge have area $A$ and length $L$, and the leads area $sA$. The wavenumber $q=\omega/v$ is the same in all three pieces, with $v=4399$ m/s. With the time factor $e^{-i\omega t}$, the displacement is

- $e^{iqz}+r\,e^{-iqz}$ in the left lead,
- $a\,e^{iqz}+b\,e^{-iqz}$ in the bridge,
- $t\,e^{iq(z-L)}$ in the right lead.

The displacement and the force, which is $E$ times area times $\partial_zu$, are continuous at each end. With $\varphi=qL$ and $p=e^{i\varphi}$ the four conditions are

$$1+r=a+b,\qquad s(1-r)=a-b,$$
$$ap+b/p=t,\qquad ap-b/p=st .$$

The second pair gives $a=(1+s)t/(2p)$ and $b=(1-s)tp/2$. In the first pair, dividing the second equation by $s$ and adding it to the first removes $r$:

$$2=a\left(1+\frac1s\right)+b\left(1-\frac1s\right).$$

Insert $a$ and $b$, and use $(1+s)(1+1/s)=2+s+1/s$ and $(1-s)(1-1/s)=2-s-1/s$:

$$\frac4t=2\left(p+\frac1p\right)+\left(s+\frac1s\right)\left(\frac1p-p\right)
=4\cos\varphi-2i\left(s+\frac1s\right)\sin\varphi .$$

Both leads have the same area and stiffness, so the transmitted fraction of the energy is $\mathcal T=|t|^2$. Dividing by 4 and taking the squared modulus gives

$$\frac1{\mathcal T}=\cos^2\varphi+\frac14\left(s+\frac1s\right)^2\sin^2\varphi
=1+C\sin^2\varphi,\qquad C=\frac14\left(s-\frac1s\right)^2 .$$

For $s=2$, $C=0.5625$, and the lowest transmission is $1/1.5625=0.640$. It occurs when the bridge is an odd number of quarter wavelengths long. At very low frequency $\varphi\to0$ and $\mathcal T\to1$: the wave is then much longer than the bridge and passes it unhindered. This holds for rod-like leads with a finite ratio $s$. For large $s$ the transparent range shrinks to $\varphi\ll2/s$, and a bridge joined abruptly to a wide plate or to bulk material lies outside the rod model; there long waves can be strongly reflected.

The thermal average runs over many values of $\varphi$. At $x=1$ the phase is $2\pi\times1000/2111=2.98$, so $\mathcal T$ repeats whenever $x$ grows by $2111/2000=1.06$. Over such a period $W$ varies smoothly, by at most about a quarter of its peak value. This suggests replacing $\mathcal T$ by its average over $\varphi$, an approximation that is checked below. With $y=\tan\varphi$, for which $d\varphi=dy/(1+y^2)$ and $\sin^2\varphi=y^2/(1+y^2)$,

$$\overline{\mathcal T}=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{d\varphi}{1+C\sin^2\varphi}
=\frac1\pi\int_{-\infty}^{\infty}\frac{dy}{1+(1+C)y^2}=\frac1{\sqrt{1+C}}=0.800 .$$

Numerical integration of $\mathcal T\,W$ over $x$, without this replacement, also gives $G/G_0=0.800$. Reflection thus costs the stretching channel 20 % of its conductance in this model.

The velocity now appears in $\varphi=\omega L/v$. It sets the temperature scale $hv/(k_BL)=0.21$ K. The bridge becomes transparent only very far below this scale, because the phase is $\varphi=2\pi x\,k_BTL/(hv)$ and the thermal weight extends to $x$ of several units. In this model $G/G_0$ is still 0.80 at 0.02 K, and it reaches 0.85 at 0.01 K, 0.93 at 0.005 K and 0.99 at 0.002 K. The velocity enters through the transmission, while the counting of states is as before. The corresponding losses of the bending and twisting waves have not been calculated here.

**(j) What does one channel conduct at 300 K if it is open from zero frequency up to about 7 THz?**

*Solution.* The value of 7 THz is a rough one for the top of the acoustic vibrations in germanium. With $f_{\rm top}$ as the highest frequency, the integral ends at $x_{\rm top}=hf_{\rm top}/(k_BT)=1.120$. Dividing numerator and denominator of $W$ by $e^x$ gives

$$W(x)=\left(\frac{x/2}{\sinh(x/2)}\right)^2\approx1-\frac{x^2}{12}$$

for small $x$. For perfect transmission up to the band top,

$$\frac{G}{G_0}\approx\frac3{\pi^2}\left(x_{\rm top}-\frac{x_{\rm top}^3}{36}\right)
=\frac{1.120-0.039}{3.290}=0.329 .$$

Numerical integration of the full $W$ gives the same three digits. At 300 K, $G_0=284$ pW/K, and one channel conducts about 93 pW/K. As the temperature rises further, $W\to1$ over the whole band and

$$G\to\frac{k_B^2T}{h}\,x_{\rm top}=k_Bf_{\rm top}=97\ \mathrm{pW/K}.$$

Every mode then has its classical heat capacity, and the conductance stops growing with $T$. It depends on the width of the band. In the atomic chain with spacing $a$, for example, $f_{\rm top}=v_s/(\pi a)$, so at fixed spacing a faster chain conducts better in this regime. The independence of velocity belongs to temperatures at which the thermal range lies well inside the band.

The temperature of 300 K is 3000 times that of the bridge calculation. Many channels of the bridge are then open, so the four-channel result does not apply. For a channel open from zero frequency to 7 THz, the band top alone reduces the conductance at 300 K to about a third of $G_0$. Disorder and interfaces lower it further by reflecting part of the waves, and scattering by other phonons can do so too. If the scattering can be described by a transmission $\mathcal T(\omega)$, the conductance is multiplied by the average of $\mathcal T$ over the open band, weighted with $W(x)$. The size of this factor depends on the material and the length and is not supplied by this model. The bound of part (d) still holds at 300 K as long as the scattering leaves the frequency of the waves unchanged: at temperature $T$, no single phonon channel then conducts more than $\pi^2k_B^2T/(3h)$.
